\section*{Exciton lines and continuum absorption in the two-dimensional Coulomb model, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

When the gap is direct and dipole-allowed and the linewidth is small compared with the exciton binding energy, the absorption spectrum of a thin semiconductor layer shows a sharp lowest line, perhaps a weaker second line, and a continuum. To extract the band gap $E_g$ and the interband matrix element, a fit must fix three things: how far below the gap the first line sits, how the spacing of the first two lines converts into a binding energy, and by what factor the electron--hole attraction raises the continuum above the free-carrier step. In the strictly two-dimensional model solved here, the first line lies $4\,\mathrm{Ry}^*$ below the gap, where the bulk hydrogen series would put it $1\,\mathrm{Ry}^*$ below. The binding energy is $9/8$ of the 1s--2s spacing, against $4/3$ in the bulk. The continuum starts at twice the free step, so ignoring the attraction doubles the squared matrix element fitted at the edge. These numbers hold for one definite model, and whether to use them depends on whether a given layer obeys its assumptions.

\section{Model, units and the quantity that light measures}

An electron of mass $m_e$ and a hole of mass $m_h$ have isotropic parabolic bands and move in a plane of zero thickness. The plane lies in a uniform medium with one static dielectric constant $\varepsilon$. The field lines spread through the three-dimensional medium, so the attraction is $-q^2/r$ with $q^2=e^2/(4\pi\varepsilon_0\varepsilon)$. Electron--hole exchange is neglected, and spin and valley labels are not counted. Energies are measured from $E_g$:
\begin{equation}
H_{eh}=-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2-\frac{q^2}{|\mathbf r_e-\mathbf r_h|}.
\end{equation}
With $M_t=m_e+m_h$, $\mathbf X=(m_e\mathbf r_e+m_h\mathbf r_h)/M_t$ and $\mathbf r=\mathbf r_e-\mathbf r_h$, the chain rule gives $\nabla_e=(m_e/M_t)\nabla_X+\nabla_r$ and $\nabla_h=(m_h/M_t)\nabla_X-\nabla_r$. In $\nabla_e^2/m_e+\nabla_h^2/m_h$ the cross terms are $+2\nabla_X\!\cdot\!\nabla_r/M_t$ and $-2\nabla_X\!\cdot\!\nabla_r/M_t$ and cancel, which leaves $\nabla_X^2/M_t+\nabla_r^2/\mu$ with $1/\mu=1/m_e+1/m_h$. The centre of mass is free. A photon carries negligible momentum on the scale of the inverse exciton size, so it creates pairs with the centre of mass at rest.

The units are the length $a=\hbar^2/(\mu q^2)=a_0\,\varepsilon\, m_0/\mu$ and the energy $\mathrm{Ha}^*=q^2/a=2\,\mathrm{Ry}^*$, with $\mathrm{Ry}^*=\mathrm{Ry}\,(\mu/m_0)/\varepsilon^2$. Here $\mathrm{Ry}^*$ is the three-dimensional effective Rydberg, a unit, and not the binding energy of the planar problem. In these units
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r .
\label{eq:H}
\end{equation}
The same Hamiltonian, with $\mu$ replaced by $m_e$, describes an electron bound to a shallow donor lying in the plane.

A pair state at rest is $\sum_{\mathbf k}\phi(\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle$ with $\sum|\phi|^2=1$, and its relative wave function on an area $A$ is $\psi(\mathbf r)=A^{-1/2}\sum_{\mathbf k}\phi(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. For a dipole-allowed transition with a matrix element $p_{cv}$ independent of $\mathbf k$, the amplitude to create the state is $p_{cv}\sum_{\mathbf k}\phi^*(\mathbf k)=p_{cv}\sqrt A\,\psi^*(0)$. The golden rule then makes the absorption per area at $\Delta=\hbar\omega-E_g$ proportional to $|p_{cv}|^2D(\Delta)$, with
\begin{equation}
D(E)=\sum_\lambda|\psi_\lambda(0)|^2\,\delta(E-E_\lambda).
\end{equation}
The remaining prefactor depends on $\omega$ but not on the interaction, and it cancels in a ratio taken at one photon energy.

The free limit sets the scale. Plane waves have $|\psi(0)|^2=1/A$, so for $E>0$
\begin{equation}
D_0(E)=\int\!\frac{d^2k}{(2\pi)^2}\,\delta\!\left(E-\tfrac12k^2\right)=\frac{1}{2\pi}\int_0^\infty\! k\,dk\,\delta\!\left(E-\tfrac12k^2\right)=\frac1{2\pi},
\label{eq:free}
\end{equation}
which is $\mu/(2\pi\hbar^2)$ in ordinary units. The Sommerfeld factor is $S=D/D_0=2\pi D$ in the continuum.

\section{Simplest case: the nodeless state}

Try $\psi=e^{-\kappa r}$ in $d$ dimensions, so that $d=3$ can serve as a check. The radial Laplacian is $\psi''+(d-1)\psi'/r=\kappa^2\psi-(d-1)\kappa\psi/r$, and
\begin{equation}
H\psi=-\tfrac12\kappa^2\psi+\left[\tfrac12(d-1)\kappa-1\right]\frac{\psi}{r}.
\end{equation}
The function is an eigenfunction when the bracket vanishes, which gives $\kappa=2/(d-1)$ and $E=-\kappa^2/2$. For $d=3$ this is $\kappa=1$, $E=-\tfrac12\,\mathrm{Ha}^*=-\mathrm{Ry}^*$, the hydrogen value. For $d=2$ it is $\kappa=2$, $E=-2\,\mathrm{Ha}^*=-4\,\mathrm{Ry}^*$. The kinetic term that must cancel the Coulomb singularity carries the factor $d-1$; halving it doubles $\kappa$ and quadruples $\kappa^2$.

With $\int_0^\infty r^je^{-4r}dr=j!/4^{j+1}$, the norm of $e^{-2r}$ in the plane is $2\pi/16$, so
\begin{equation}
|\psi_{1s}(0)|^2=\frac8\pi,\qquad \langle r\rangle=\frac{2/64}{1/16}=\frac12,\qquad\langle r^2\rangle=\frac{6/256}{1/16}=\frac38 .
\label{eq:1s}
\end{equation}
The numerical check diagonalizes $H$ in a polynomial basis inside a large hard-walled disk, and in a ball for $d=3$. It finds lowest eigenvalues $-2.00000000$ and $-0.50000000\,\mathrm{Ha}^*$, and it asserts the three values in Eq.~\eqref{eq:1s}.

\section{All bound states}

Rotational symmetry allows $\psi=R(r)e^{im\varphi}/\sqrt{2\pi}$ with integer $m$, normalized by $\int_0^\infty R^2r\,dr=1$. In polar coordinates $\nabla^2=\partial_r^2+r^{-1}\partial_r+r^{-2}\partial_\varphi^2$, and $H\psi=E\psi$ multiplied by $-2$ reads
\begin{equation}
R''+\frac{R'}r-\frac{m^2}{r^2}R+\frac2rR+2ER=0 .
\label{eq:radial}
\end{equation}
Near $r=0$ the most singular terms with $R\sim r^\sigma$ give $\sigma(\sigma-1)+\sigma-m^2=0$, so $\sigma=\pm|m|$. For $|m|\ge1$ the solution $r^{-|m|}$ makes $\int r^{1-2|m|}dr$ diverge and is rejected. For $m=0$ the second solution behaves as $\ln r$, which is square-integrable and needs another argument. The gradient of $\ln r$ has flux $2\pi r\cdot r^{-1}=2\pi$ through every small circle while $\nabla^2\ln r=0$ away from the origin, so $\nabla^2\ln r=2\pi\delta^2(\mathbf r)$. The terms $r^{-1}\ln r$ and $E\ln r$ are integrable and cannot cancel a delta function, so this solution does not satisfy $H\psi=E\psi$ at the origin.

Set $\kappa^2=-2E$ and $\rho=2\kappa r$, with $\kappa>0$ for bound states. Dividing Eq.~\eqref{eq:radial} by $4\kappa^2$, and using $2/r=4\kappa/\rho$, gives
\begin{equation}
R_{\rho\rho}+\frac{R_\rho}{\rho}-\frac{m^2}{\rho^2}R+\frac{R}{\kappa\rho}-\frac R4=0 .
\end{equation}
Write $R=gF$ with $g=\rho^{|m|}e^{-\rho/2}$, which carries the behaviour at both ends. Then
\begin{align}
\frac{g'}g&=\frac{|m|}\rho-\frac12, &
\frac{g''}g&=\left(\frac{g'}{g}\right)^2-\frac{|m|}{\rho^2}=\frac{m^2-|m|}{\rho^2}-\frac{|m|}\rho+\frac14 .
\end{align}
After division by $g$, the coefficient of $F'$ is $2g'/g+1/\rho=(2|m|+1)/\rho-1$. The coefficient of $F$ is $g''/g+g'/(g\rho)-m^2/\rho^2+1/(\kappa\rho)-\tfrac14$. Its $\rho^{-2}$ terms are $(m^2-|m|)+|m|-m^2=0$, its constants cancel, and its $\rho^{-1}$ terms add to $-(|m|+\tfrac12-1/\kappa)$. Multiplying by $\rho$ gives Kummer's equation,
\begin{equation}
\rho F''+(\beta-\rho)F'-\alpha F=0,\qquad \beta=2|m|+1,\qquad\alpha=|m|+\tfrac12-\frac1\kappa .
\label{eq:kummer}
\end{equation}
For $F=\sum_jc_j\rho^j$ with $c_0=1$, the coefficient of $\rho^j$ is $(j+1)j\,c_{j+1}+\beta(j+1)c_{j+1}-jc_j-\alpha c_j=0$, so
\begin{equation}
c_{j+1}=\frac{j+\alpha}{(j+1)(j+\beta)}\,c_j .
\label{eq:rec}
\end{equation}
This series is the regular solution $M(\alpha,\beta,\rho)$.

Suppose it does not terminate. Since $(j+\alpha)/(j+\beta)\to1$, there is a $J$ beyond which this ratio exceeds $\tfrac34$. For $j\ge J$ all $c_j$ share one sign and $|c_{j+1}/c_j|>\tfrac34/(j+1)$, which is the coefficient ratio of $e^{3\rho/4}$. Hence $|F|$ exceeds a constant times $e^{3\rho/4}$ minus a polynomial, and $R$ grows at least as $e^{\rho/4}$. A normalizable state requires termination, $\alpha=-n_r$ with $n_r=0,1,2,\dots$ Then $1/\kappa=n_r+|m|+\tfrac12$, and with $n=n_r+|m|+1$ and $\nu=n-\tfrac12$,
\begin{equation}
E_n=-\frac1{2\nu^2}\,\mathrm{Ha}^*=-\frac{\mathrm{Ry}^*}{(n-\tfrac12)^2},\qquad n=1,2,\dots
\label{eq:levels}
\end{equation}
The lowest level is $n=1$, $\kappa=2$, $F=1$, so the state of the previous section is the ground state. The 1s--2s spacing is $(4-\tfrac49)\mathrm{Ry}^*=\tfrac{32}9\mathrm{Ry}^*$, which is $8/9$ of the binding energy. The program substitutes the polynomial solutions with $n\le4$ into Eq.~\eqref{eq:radial} symbolically and asserts zero residual, and it sums one non-terminating series to confirm growth as $e^\rho$ times a power.

The three-dimensional limit tests the general formula and locates the $\tfrac12$. With $R=r^{-1/2}u$, one has $R'=r^{-1/2}u'-\tfrac12r^{-3/2}u$ and $R''=r^{-1/2}u''-r^{-3/2}u'+\tfrac34r^{-5/2}u$. The sum is $R''+R'/r=r^{-1/2}\left[u''+u/(4r^2)\right]$, and Eq.~\eqref{eq:radial} becomes
\begin{equation}
u''-\frac{m^2-\tfrac14}{r^2}u+\frac2ru+2Eu=0 .
\label{eq:u}
\end{equation}
Since $m^2-\tfrac14=l(l+1)$ for $l=|m|-\tfrac12$, this is the three-dimensional radial equation for $u=rR$ with a half-integer $l$. The series argument never used that $|m|$ is an integer, so putting $|m|=l+\tfrac12$ gives $1/\kappa=n_r+l+1$, the hydrogen series, with a 1s--2s spacing of $\tfrac34\mathrm{Ry}^*$. The planar $m=0$ states correspond to $l=-\tfrac12$ and feel an attractive term $-1/(8r^2)$ in the effective potential for $u$, where the bulk s states feel none.

\section{Counting states, and why they coincide}

For given $n$, the condition $n_r=n-1-|m|\ge0$ allows $m=-(n-1),\dots,n-1$ with one $n_r$ each, which is $2n-1$ states. The equality of $+m$ and $-m$ follows from reflection symmetry of any central potential. The equality across different $|m|$ is special, and a change of variable explains it while giving a second derivation of Eq.~\eqref{eq:levels}.

Put $r=s^2$, so $d/dr=(2s)^{-1}d/ds$ and
\begin{equation}
\frac1r\frac d{dr}\!\left(r\frac{dR}{dr}\right)=\frac1{s^2}\frac1{2s}\frac d{ds}\!\left(\frac{s}{2}R_s\right)=\frac1{4s^2}\left(R_{ss}+\frac{R_s}s\right).
\end{equation}
Multiplying Eq.~\eqref{eq:radial} by $4s^2$ gives
\begin{equation}
R_{ss}+\frac{R_s}s-\frac{(2m)^2}{s^2}R+8R+8Es^2R=0 .
\label{eq:osc}
\end{equation}
With $\varphi=2\theta$, the angular factor is $e^{i2m\theta}$, and Eq.~\eqref{eq:osc} times $-\tfrac12$ is $\left[-\tfrac12\nabla_s^2+\tfrac12\Omega^2s^2\right]\psi=4\psi$ in the plane with polar coordinates $(s,\theta)$, where $\Omega^2=-8E$. This isotropic oscillator separates into two one-dimensional oscillators with energy $\Omega(N_x+N_y+1)$, and the shell $N=N_x+N_y$ has $N+1$ states of parity $(-1)^N$. The points $\theta$ and $\theta+\pi$ map to the same physical point, so only even parity is allowed, $N=2(n-1)$, and an even state contains only even angular momenta $2m$. The condition $\Omega(N+1)=4$ gives $E=-\Omega^2/8=-2/(2n-1)^2$, which is Eq.~\eqref{eq:levels}, and the shell holds $N+1=2n-1$ states. The program counts eigenvalues of $H$ in the disk over all $m$ and finds $1,3,5,7,9$ for $n=1$ to $5$ with no stray level among them. It finds the same counts for the eigenvalue $4$ of the numerically diagonalized oscillator.

The mapping needs the potential to be exactly $1/r$, because only then is $4s^2\cdot2/r$ a constant. A contact perturbation $\lambda\delta^2(\mathbf r)$ shows the fragility: in first order it shifts a state by $\lambda|\psi(0)|^2$, which is nonzero for $m=0$ and zero otherwise.

\section{Line strengths, and the edge approached from below}

Since $R\sim r^{|m|}$, only $m=0$ has $\psi(0)\neq0$, so one state per shell is bright. For $m=0$, $\beta=1$ and $\alpha=-n_r$, Eq.~\eqref{eq:rec} reads $c_{j+1}/c_j=-(n_r-j)/(j+1)^2$, solved by $c_j=(-1)^j\binom{n_r}{j}/j!$. The same polynomial comes from the Rodrigues form
\begin{equation}
F=\frac{e^{\rho}}{n_r!}\frac{d^{n_r}}{d\rho^{n_r}}\left(\rho^{n_r}e^{-\rho}\right),
\end{equation}
because the Leibniz term with $j$ derivatives on $e^{-\rho}$ and $n_r-j$ on $\rho^{n_r}$ is $\binom{n_r}j(-1)^j(n_r!/j!)\rho^je^{-\rho}$. The norm needs $I=\int_0^\infty\rho\,e^{-\rho}F^2d\rho$. Insert the Rodrigues form for one factor $F$ and integrate by parts $n_r$ times. The boundary terms vanish, since derivatives of $\rho^{n_r}e^{-\rho}$ of order below $n_r$ are zero at both ends, so
\begin{equation}
I=\frac{(-1)^{n_r}}{n_r!}\int_0^\infty\!\rho^{n_r}e^{-\rho}\,\frac{d^{n_r}}{d\rho^{n_r}}(\rho F)\,d\rho .
\end{equation}
Only the two highest terms of $\rho F$, namely $c_{n_r}\rho^{n_r+1}$ and $c_{n_r-1}\rho^{n_r}$, survive the derivative. With $c_{n_r}=(-1)^{n_r}/n_r!$ and $c_{n_r-1}=(-1)^{n_r-1}n_r/(n_r-1)!$, the derivative is $(-1)^{n_r}\left[(n_r+1)\rho-n_r^2\right]$, and
\begin{equation}
I=\frac{(n_r+1)(n_r+1)!-n_r^2\,n_r!}{n_r!}=(n_r+1)^2-n_r^2=2n_r+1=2\nu .
\end{equation}
Because $r=\nu\rho/2$, the function $R=e^{-\rho/2}F$ with $R(0)=1$ has $\int R^2r\,dr=(\nu/2)^2\,2\nu=\nu^3/2$. Including the angular factor $1/(2\pi)$,
\begin{equation}
|\psi_{n0}(0)|^2=\frac1{\pi\nu^3}\,a^{-2}.
\label{eq:strength}
\end{equation}
For $n=1$ this is $8/\pi$, as in Eq.~\eqref{eq:1s}. The program asserts the norm integral symbolically and compares Eq.~\eqref{eq:strength} with the disk eigenvectors for $n\le5$.

Near the edge the lines crowd together, and their averaged density is strength over spacing. With $dE/dn=\nu^{-3}$,
\begin{equation}
\overline D=\frac{1/(\pi\nu^3)}{1/\nu^3}=\frac1\pi=2D_0 .
\label{eq:below}
\end{equation}
With the true centred spacing, $\tfrac12(E_{n+1}-E_{n-1})=\tfrac14\left[(\nu-1)^{-2}-(\nu+1)^{-2}\right]=\nu/(\nu^2-1)^2$, the ratio to $D_0$ is $2(1-\nu^{-2})^2$. The numerical levels and strengths give $0.617$, $1.411$, $1.687$, $1.807$ and $1.870$ for $n=2$ to $6$, and the program asserts agreement with this formula. The approach to $2$ is from below, with a deficit of $4/\nu^2$ at large $\nu$.

The bound levels and their line strengths are now known, and the averaged line density tends to twice the free step as the gap is approached from below. What remains is the absorption at and above the gap, followed by a worked example and the limits of the model.

Numbers in the example were calculated in double precision.
